# The r = 0 term in Numerov's method for radial equations

**The argument under review**

The manuscript solves the radial Schrödinger equation for $u(r)=rR(r)$ on the grid $r_n=nh$, $n=0,1,2,\dots$ In Hartree atomic units the equation is

$$u''=f\,u,\qquad f(r)=\frac{l(l+1)}{r^2}+2V(r)-2E,\qquad u(0)=0,$$

and Numerov's recursion reads

$$\Big(1-\tfrac{h^2f_{n+1}}{12}\Big)u_{n+1}-2\Big(1+\tfrac{5h^2f_n}{12}\Big)u_n+\Big(1-\tfrac{h^2f_{n-1}}{12}\Big)u_{n-1}=0 .$$

The argument then runs: "For $n=1$ the last term multiplies $u_0=0$, so we set it to zero. The energies are therefore accurate to fourth order in $h$."

The difficulty is that $f_0$ is infinite whenever $l>0$ or $V=-Z/r$. The term is a product of the form $\infty\times0$, and its value has to be found as a limit.

**What the first row contains**

Write $\delta^2y_n=y_{n+1}-2y_n+y_{n-1}$. Taylor expansion about $r_n$ gives

$$\delta^2u=h^2u''+\tfrac{h^4}{12}u^{(4)}+\tfrac{h^6}{360}u^{(6)}+\dots,\qquad \delta^2u''=h^2u^{(4)}+\tfrac{h^4}{12}u^{(6)}+\dots$$

Subtracting $h^2/12$ times the second from the first removes $u^{(4)}$. The coefficient of $h^6u^{(6)}$ becomes $\frac1{360}-\frac1{144}=-\frac1{240}$. With

$$w=u-\tfrac{h^2}{12}u''=\Big(1-\tfrac{h^2f}{12}\Big)u$$

the result is

$$\delta^2w_n=h^2f_nu_n+\tau_n,\qquad \tau_n=-\tfrac{h^6}{240}u^{(6)}(r_n)+\dots \tag{1}$$

Dropping $\tau_n$ gives the recursion above. For the Coulomb and oscillator potentials used here, $u$ is a convergent power series about $r=0$, so (1) also holds for $n=1$. That row contains

$$w_0=u(0)-\tfrac{h^2}{12}u''(0)=-\tfrac{h^2}{12}u''(0),$$

and $u(0)=0$ does not make $u''(0)$ vanish. Near the origin $u=a\,r^{l+1}(1+c_1r+\dots)$, and $u''(0)=\lim_{r\to0}fu$:

- Coulomb, $l=0$: $fu\to(-2Z/r)(ar)$, so $u''(0)=-2Za$ and $w_0=Zah^2/6$.
- $l=1$, with $V$ no more singular than $1/r$: $fu\to(2/r^2)(ar^2)$, so $u''(0)=2a$ and $w_0=-ah^2/6$.
- $l=0$ with $V(0)$ finite, or $l\ge2$ with $V$ no more singular than $1/r$: $u''(0)=0$, and zero is the right entry.

The manuscript's step is thus correct in the third case and wrong in the first two. It remains to find what an error of size $h^2$ in one row does to the energy.

**An identity for the energy error**

Let $u,w,E_0$ belong to the true state, with $\int_0^\infty u^2dr=1$. Let $\bar u,\bar w,\bar E$ be the numerical solution, which obeys $\delta^2\bar w_n=h^2\bar f_n\bar u_n$ with $\bar f-f=-2(\bar E-E_0)$. Multiply this equation by $w_n$, multiply (1) by $\bar w_n$, and subtract:

$$w_n\delta^2\bar w_n-\bar w_n\delta^2w_n=h^2(w_n\bar f_n\bar u_n-\bar w_nf_nu_n)-\bar w_n\tau_n .$$

When $w$ and $\bar w$ are written out on the right, the terms $h^2f\bar f/12$ cancel:

$$w\bar f\bar u-\bar wfu=u\bar u\Big[\bar f-\tfrac{h^2f\bar f}{12}-f+\tfrac{h^2f\bar f}{12}\Big]=-2(\bar E-E_0)\,u\bar u .$$

The left side is $J_n-J_{n-1}$ with $J_n=w_n\bar w_{n+1}-\bar w_nw_{n+1}$. Summed from $n=1$ outwards it gives $-J_0=\bar w_0w_1-w_0\bar w_1$, because bound states make the outer end negligible. Dividing by $-2h$,

$$(\bar E-E_0)\,h\sum_{n\ge1}u_n\bar u_n=\frac{w_0\bar w_1-\bar w_0w_1-\sum_{n\ge1}\bar w_n\tau_n}{2h}. \tag{2}$$

Scale $\bar u$ so that it agrees with $u$ away from the origin. The factor $h\sum u\bar u$ then tends to 1. If $u^{(6)}$ is bounded, as it is for the Coulomb and oscillator potentials, the sum over $\tau_n$ has of order $1/h$ terms of size $h^6$, so its contribution to the energy is of order $h^4$. Any loss of order then comes from the first two terms, which belong to the first row. A potential that is finite but not smooth at the origin falls outside this count: for $l=0$ and $V\propto r^{p}$ with $0<p<1$, $u$ contains $r^{3+p}$, the first few $\tau_n$ dominate the sum, and the order is $3+p$ even though $w_0=0$ is correct.

**Coulomb s waves**

The manuscript sets $\bar w_0=0$. The increments $\bar w_{n+1}-\bar w_n$ change by $h^2\bar f_n\bar u_n\approx-2Zah^2$ per step. Over a short distance $r$ this adds up to about $-2Zahr$, which is small compared with $ah$. The first increment is therefore $\bar w_1=ah$ to leading order, and (2) gives

$$\bar E-E_0\approx\frac1{2h}\cdot\frac{Zah^2}{6}\cdot ah=\frac{Za^2h^2}{12}. \tag{3}$$

The method has become second order. Equation (3) is the leading term in $Zh$ and holds for $Zh\ll1$. The sign has a simple meaning. Setting $u(0)-h^2u''(0)/12$ to zero amounts, to leading order, to imposing $u(0)=-Zah^2/6$. Since the slope is $a$, the function then vanishes at $r=Zh^2/6$, as if a hard wall stood there, and the confinement raises the energy.

**p waves**

For $l=1$ one may not put $\bar u_1\approx ah^2$, because $h^2f_n\approx2/n^2$ is not small at the first grid points. The Coulomb term changes $h^2f_n$ by $-2Zh/n$, which is smaller than $2/n^2$ by a factor $Zr_n$, so at leading order the inner region can be treated with the centrifugal term alone.

There $u\propto n^2$ corresponds to $w\propto W_n=n^2-\frac16$. This solves the recursion, since $\delta^2W_n=2=(2/n^2)\,n^2$, and it has the correct starting value $W_0=-\frac16$. The numerical solution obeys the same inner recursion but starts from $\bar w_0=0$. By the telescoping used above, the cross product of two solutions is constant,

$$W_n\bar w_{n+1}-\bar w_nW_{n+1}=C .$$

Dividing by $W_nW_{n+1}$ and summing from $n=0$,

$$\bar w_n=C\,W_nS_n,\qquad S_n=\sum_{k=0}^{n-1}\frac1{W_kW_{k+1}} .$$

For large $n$ this must join $ar^2=ah^2n^2$, so $C=ah^2/S$ with $S=S_\infty$. Then $\bar w_1=CW_1/(W_0W_1)=ah^2/(SW_0)$. With $w_0=ah^2W_0$, (2) gives

$$\bar E-E_0\approx\frac{w_0\bar w_1}{2h}=\frac{a^2h^3}{2S}.$$

To evaluate $S$, put $\alpha=1/\sqrt6$, so that $W_k=(k-\alpha)(k+\alpha)$. Bringing the right side to a common denominator confirms that

$$\frac1{W_kW_{k+1}}=\frac1{2\alpha}\left[\frac1{(k-\alpha)(k+1+\alpha)}-\frac1{(k+\alpha)(k+1-\alpha)}\right].$$

Split each product:

$$\frac1{(k-\alpha)(k+1+\alpha)}=\frac1{1+2\alpha}\Big[\frac1{k-\alpha}-\frac1{k+1+\alpha}\Big],$$

$$-\frac1{(k+\alpha)(k+1-\alpha)}=\frac1{1-2\alpha}\Big[\frac1{k+1-\alpha}-\frac1{k+\alpha}\Big].$$

After a shift of the summation index, each square bracket sums to

$$-\frac1\alpha+\sum_{k\ge1}\Big[\frac1{k-\alpha}-\frac1{k+\alpha}\Big]=-\pi\cot\pi\alpha,$$

by the partial-fraction series of the cotangent. The prefactors add to $\frac1{2\alpha}\cdot\frac2{1-4\alpha^2}=\frac3\alpha=3\sqrt6$, because $4\alpha^2=\frac23$. Hence $S=-3\sqrt6\,\pi\cot(\pi/\sqrt6)=-6.845$ and

$$\bar E-E_0\approx-\frac{\tan(\pi/\sqrt6)}{6\sqrt6\,\pi}\,a^2h^3=-0.0730\,a^2h^3. \tag{4}$$

The method is third order here. The tail of the sum is $S-S_n\approx\sum_{k\ge n}k^{-4}\approx1/(3n^3)$, and $\bar u_n=\bar w_n/(1-\tfrac1{6n^2})=Cn^2S_n$, so beyond the first few points $\bar u\approx ar^2-ah^3/(3Sr)$. The false starting value has mixed in the irregular solution $1/r$ with a weight of order $h^3$. Since $S<0$, the admixture is positive. It enhances the function near the origin, as a weak short-range attraction would, and the energy falls.

**The correct first row**

The remedy is to keep $w_0$, with $a$ obtained from $u_1$ through the series at the origin. For Coulomb s, substituting $u=ar(1+c_1r+\dots)$ gives $2ac_1=-2Za$, so $c_1=-Z$ and $a\approx u_1/[h(1-Zh)]$. For p waves $a\approx u_1/h^2$. The missing terms are

$$w_0=\frac{Zh}{6(1-Zh)}\,u_1\quad(\text{Coulomb s}),\qquad w_0=-\frac{u_1}6\quad(\text{p}).$$

In a matrix formulation they add to the diagonal element of the first row. They are truncated series in $Zh$ and need $Zh\ll1$. The s formula is singular at $Zh=1$; for 1s it is hardly better than dropping the term at $Zh=0.7$ and worse at $Zh=0.9$. To see that they suffice, let the estimate of $a$ have relative error $\epsilon$. Then $\bar w_0\approx(1+\epsilon)w_0$, and the first two terms of (2) leave $-\epsilon w_0w_1/(2h)$.

- For Coulomb s this is of order $\epsilon h^2$. The cruder choice $a=u_1/h$ has $\epsilon=-Zh$ and leaves a third-order error. Including the factor $1-Zh$ makes $\epsilon$ of order $h^2$ and restores fourth order.
- For p waves it is of order $\epsilon h^3$, so $\epsilon$ of order $h$ is good enough.

If more series terms are used, so that this remainder falls below $h^4$, only $\tau_n$ is left:

$$\bar E-E_0\approx\frac1{2h}\cdot\frac{h^6}{240}\sum_{n\ge1}u_nu_n^{(6)}\approx\frac{h^4}{480}\int_0^\infty u\,u^{(6)}dr. \tag{5}$$

**Hydrogen as a check**

Take nonrelativistic hydrogen with a fixed point nucleus, $Z=1$. Errors are relative to the analytic eigenvalues of this model.

For 1s, $u=2re^{-r}$, so $a^2=4$ and (3) predicts $h^2/3$. At $h=0.1$ bohr that is $0.0033$ hartree. The computed error is $0.00299$ hartree ($0.081$ eV), about 10% below the leading term. At $h=0.0125$ bohr the difference from the leading term has shrunk to about 1%.

With $w_0$ kept and $a$ linked to $u_1$ by a fourteen-term series, as in all results below labelled kept, $u^{(6)}=2(r-6)e^{-r}$ gives $\int uu^{(6)}dr=4\left(\frac14-\frac64\right)=-5$. Equation (5) then predicts $-5h^4/480=-1.04\times10^{-6}$ hartree at $h=0.1$ bohr, and the computed error agrees to the digits shown ($-2.8\times10^{-5}$ eV). Omitting one term has multiplied the error by about 2900. The two-term formula for $w_0$ given above is also fourth order, but its error at this step is larger, $-1.75\times10^{-5}$ hartree.

The fault is visible after one step. With $a=1$ and $h=0.1$ bohr, the true $u(0.2)$ is $0.163746$, and the march at the true energy gives $0.163746$ with $w_0$ and $0.165400$ without it. The excess is $w_0/(1-h^2f_2/12)$ with $w_0=0.01/6$ and $f_2=-2/0.2+1=-9$, that is $0.001667/1.0075=0.001654$.

For 2p, $a^2=1/24$, and (4) predicts $-0.00304\,h^3$. At $h=0.1$ bohr the computed error is $-2.96\times10^{-6}$ hartree, against $+1.63\times10^{-8}$ with the term kept. The one-term formula $w_0=-u_1/6$ gives $-1.21\times10^{-7}$ hartree at this step, with observed order 3.98. The absolute loss is small at this step, and the loss of order shows on refinement. Between $h=0.05$ and $0.025$ bohr the observed orders without $w_0$ are 1.96 for 1s and 2.99 for 2p; with it both are 4.00.

Two controls separate the causes. Coulomb 3d and the s state of an isotropic oscillator have $u''(0)=0$, and both stay at order 4.00 with a zero entry. The oscillator p state has no Coulomb singularity and still drops to order 3.02, so there the centrifugal term is responsible. The numerical check tests these orders, the coefficients in (3)–(5) and identity (2).

**Recommendation**

The claim of fourth-order accuracy should be withdrawn for Coulomb s and for p waves, or the first row should be corrected as above. The objection does not apply to an outward march started from accurate series values at both $h$ and $2h$. Such a march never uses the row containing $r=0$, and in the 1s and 2p tests, started from fourteen-term series, it is fourth order. The series must be longer than for $w_0$: a relative error $\epsilon$ in $u_1/u_2$ shifts an s-state energy by an amount of order $\epsilon h$, so for Coulomb s two terms give only third order and three are needed for fourth.

## Values computed for the example and the checks

```
Atomic units: r, h in bohr, energies in hartree; Z=1, omega=1
inner p sum S = -6.845064, closed form -6.845064
p-wave factor dE/(a^2 h^3) = -0.073045
1s: E0=-0.500000 a^2=4.000000 u''(0)/a=-2
2s: E0=-0.125000 a^2=0.500000 u''(0)/a=-2
2p: E0=-0.125000 a^2=0.041667 u''(0)/a=2
3d: E0=-0.055556 a^2=0.000081 u''(0)/a=0
osc-s: E0=1.500000 a^2=2.256758 u''(0)/a=-0
osc-p: E0=2.500000 a^2=1.504506 u''(0)/a=2
First step, h=0.1 bohr, a=1: u(2h) true / w0 kept / w0 dropped
1s: 0.1637462 / 0.1637461 / 0.1654004
2p: 0.0361935 / 0.0361935 / 0.0344690
Energy errors (hartree), then observed order
h = 0.1, 0.05, 0.025, 0.0125 bohr (3d: 0.4, 0.2, 0.1, 0.05)
1s dropped      +2.986e-03 +7.901e-04 +2.030e-04 +5.142e-05  1.96
1s kept         -1.041e-06 -6.509e-08 -4.069e-09 -2.543e-10  4.00
2s dropped      +3.740e-04 +9.882e-05 +2.538e-05 +6.428e-06  1.96
2s kept         -1.626e-08 -1.017e-09 -6.358e-11 -3.974e-12  4.00
2p dropped      -2.955e-06 -3.749e-07 -4.721e-08 -5.923e-09  2.99
2p kept         +1.627e-08 +1.017e-09 +6.358e-11 +3.974e-12  4.00
3d dropped      -7.282e-08 -4.567e-09 -2.857e-10 -1.786e-11  4.00
osc-s dropped   -2.739e-06 -1.710e-07 -1.068e-08 -6.676e-10  4.00
osc-p dropped   -1.151e-04 -1.406e-05 -1.737e-06 -2.159e-07  3.02
osc-p kept      -5.088e-06 -3.176e-07 -1.984e-08 -1.240e-09  4.00
Leading coefficients: numerical / derived
1s dropped, h^2: +0.333413 / +0.333333
2s dropped, h^2: +0.041674 / +0.041667
2p dropped, h^3: -0.003044 / -0.003044
osc-p dropped, h^3: -0.109892 / -0.109897
1s kept, h^4: -1.0416e-02 / -1.0417e-02
2s kept, h^4: -1.6276e-04 / -1.6276e-04
2p kept, h^4: +1.6276e-04 / +1.6276e-04
osc-p kept, h^4: -5.0788e-02 / -5.0781e-02
Shift at h=0.1 bohr: root finding / telescoped identity (hartree)
1s: +2.98568102e-03 / +2.98568102e-03
2p: -2.95505170e-06 / -2.95505170e-06
Other starts: errors (hartree), then observed order
1s two-point    -9.998e-07 -6.439e-08 -4.057e-09 -2.541e-10  3.99
2p two-point    +1.626e-08 +1.017e-09 +6.358e-11 +3.974e-12  4.00
1s 1-term       +2.898e-04 +3.889e-05 +5.033e-06 +6.400e-07  2.95
1s 2-term       -1.751e-05 -1.099e-06 -6.892e-08 -4.315e-09  4.00
2p 1-term       -1.210e-07 -7.790e-09 -4.942e-10 -3.112e-11  3.98
1s, h=0.1 bohr, dropped: +0.002986 hartree = +0.08124 eV
1s, h=0.1 bohr, kept: -1.041e-06 hartree = -2.832e-05 eV
1s error ratio dropped/kept at h=0.1 bohr: 2869
```
